\section*{WKB exponent for tunnelling through two dielectrics with exit in the second}

\section{Result}

An electron at the Fermi level of a metal emitter crosses layer 1 and then enters layer 2, where its classically forbidden path ends. With no transverse momentum, its transmission probability is $T\sim e^{-B}$, where
\begin{equation}
\begin{aligned}
B=\frac{4}{3\hbar eD}\Big\{&\epsilon_1\sqrt{2m_1}\left[\phi_1^{3/2}-(\phi_1-eF_1d_1)^{3/2}\right]\\
&+\epsilon_2\sqrt{2m_2}\,(\phi_2-eF_1d_1)^{3/2}\Big\}.
\end{aligned}
\label{main}
\end{equation}
Layer $i$ has thickness $d_i$, permittivity $\epsilon_i$, effective mass $m_i$ and barrier $\phi_i$, which is its zero-field conduction-band edge measured from the emitter Fermi level. The displacement magnitude is $D=\epsilon_1F_1=\epsilon_2F_2$. The fields $F_i$ are positive magnitudes, $e>0$, and the electron's potential energy falls along $+x$. The result requires
\begin{equation}
eF_1d_1<\min(\phi_1,\phi_2),\qquad eF_1d_1+eF_2d_2>\phi_2 .
\label{conditions}
\end{equation}
The bands are parabolic, the interfaces are sharp, and image forces are left out.

\section{Fields and exit point}

Without charge in the layers or at their interface, Gauss's law makes $D$ the same everywhere. Let $V$ be the applied voltage between electrodes of equal work function, so that there is no built-in voltage. Then
\begin{equation}
V=F_1d_1+F_2d_2=D\left(\frac{d_1}{\epsilon_1}+\frac{d_2}{\epsilon_2}\right),
\quad
D=\frac{V}{d_1/\epsilon_1+d_2/\epsilon_2}.
\label{displacement}
\end{equation}
For unequal electrodes, $V$ is replaced by the total electrostatic drop.

With the emitter surface at $x=0$ and the Fermi level at energy zero, the barrier energies are
\begin{align}
U_1(x)&=\phi_1-eF_1x, &&0<x<d_1,\\
U_2(x)&=\phi_2-eF_1d_1-eF_2(x-d_1), &&d_1<x<d_1+d_2 .
\end{align}
The electrostatic potential is continuous at $d_1$, so layer 2 inherits the drop $eF_1d_1$. The band edge itself jumps by $\phi_2-\phi_1$. Setting $U_2=0$ gives the exit point
\begin{equation}
x_{\rm e}=d_1+\frac{\phi_2-eF_1d_1}{eF_2}.
\label{exit}
\end{equation}
It lies beyond $d_1$ if $eF_1d_1<\phi_2$ and before the collector if $eV>\phi_2$. Layer 1 is forbidden throughout if $eF_1d_1<\phi_1$. Since $F_1=D/\epsilon_1$, these conditions define the voltage window
\begin{equation}
\frac{\phi_2}{e}<V<\frac{\epsilon_1\min(\phi_1,\phi_2)}{ed_1}
\left(\frac{d_1}{\epsilon_1}+\frac{d_2}{\epsilon_2}\right).
\label{window}
\end{equation}

An exit point in layer 2 is not sufficient by itself. If $\phi_1<eF_1d_1<\phi_2$, the electron becomes free inside layer 1 and then meets a second barrier. Equation~\eqref{main} then does not apply. A sufficiently wide allowed pocket between the barriers can resonate, and near a resonance a single decaying exponential no longer describes the transmission.

\section{Integration of the exponent}

In a forbidden region the wave decays at the rate $\kappa=\sqrt{2m_iU_i}/\hbar$. Probability is the square of amplitude, hence
\begin{equation}
B=2\int_0^{x_{\rm e}}\kappa\,dx=B_1+B_2 .
\end{equation}
In layer 1, $dU_1=-eF_1dx$. The minus sign reverses the limits:
\begin{align}
B_1&=\frac{2\sqrt{2m_1}}{\hbar eF_1}
\int_{\phi_1-eF_1d_1}^{\phi_1}U^{1/2}dU\nonumber\\
&=\frac{4\sqrt{2m_1}}{3\hbar eF_1}
\left[\phi_1^{3/2}-(\phi_1-eF_1d_1)^{3/2}\right].
\label{b1}
\end{align}
In layer 2 the energy runs from $\phi_2-eF_1d_1$ down to zero, so
\begin{equation}
B_2=\frac{2\sqrt{2m_2}}{\hbar eF_2}
\int_0^{\phi_2-eF_1d_1}U^{1/2}dU
=\frac{4\sqrt{2m_2}}{3\hbar eF_2}(\phi_2-eF_1d_1)^{3/2}.
\label{b2}
\end{equation}
Substituting $1/F_i=\epsilon_i/D$ gives Eq.~\eqref{main}. The thickness $d_2$ enters through $D$ at fixed voltage, but drops out at fixed $D$ while the exit stays inside layer 2.

For a thin first layer, Eq.~\eqref{b1} subtracts nearly equal numbers. Put $p=\sqrt{\phi_1}$ and $q=\sqrt{\phi_1-eF_1d_1}$. Then $p^2-q^2=eF_1d_1$ and
\begin{equation}
p^3-q^3=(p-q)(p^2+pq+q^2)=eF_1d_1\frac{p^2+pq+q^2}{p+q}.
\end{equation}
The field cancels from the prefactor, leaving a form suited to computation:
\begin{equation}
B_1=\frac{4\sqrt{2m_1}\,d_1}{3\hbar}\frac{p^2+pq+q^2}{p+q}.
\label{stable}
\end{equation}

\section{Limits and neighbouring cases}

For equal layers, the second term in Eq.~\eqref{b1} cancels Eq.~\eqref{b2}. What remains is the Fowler--Nordheim exponent $4\sqrt{2m}\,\phi^{3/2}/(3\hbar eF)$.

If $eF_1d_1$ is small compared with both barriers, then $q\to p$ in Eq.~\eqref{stable} and $B_1\to2d_1\sqrt{2m_1\phi_1}/\hbar$. In layer 2,
\begin{equation}
(\phi_2-eF_1d_1)^{3/2}\simeq\phi_2^{3/2}-\tfrac32\phi_2^{1/2}eF_1d_1 .
\end{equation}
Using $F_1/F_2=\epsilon_2/\epsilon_1$ gives
\begin{equation}
B\simeq\frac{4\sqrt{2m_2}\,\phi_2^{3/2}}{3\hbar eF_2}
+\frac{2d_1}{\hbar}\left[\sqrt{2m_1\phi_1}
-\frac{\epsilon_2}{\epsilon_1}\sqrt{2m_2\phi_2}\right].
\label{thin}
\end{equation}
To this order, a thin first layer shifts the exponent by an amount independent of field. At fixed $F_2$ it raises the exponent if $\epsilon_1\sqrt{m_1\phi_1}>\epsilon_2\sqrt{m_2\phi_2}$ and lowers it if the inequality is reversed. The rule concerns the exponent only. Near equality, and for a layer no thicker than about a decay length, boundary matching can reverse the effect on $T$.

Below the window, $eV<\phi_2$, the electron reaches the collector while still under the barrier. If layer 1 is also forbidden throughout, the lower limit in Eq.~\eqref{b2} becomes $\phi_2-eV$. The factor $(\phi_2-eF_1d_1)^{3/2}$ is then replaced by $(\phi_2-eF_1d_1)^{3/2}-(\phi_2-eV)^{3/2}$. An implementation should select the case before evaluating fractional powers.

\section{Leading prefactor}

The exponent omits reflection at the sharp boundaries. To estimate it, let layer 2 continue beyond the exit without a collector. Let $v_0$ be the emitter velocity. Define $v=\hbar\kappa/m$ under the barrier, with $v_1$ at $x=0^+$, $v_a$ at $d_1^-$ and $v_b$ at $d_1^+$. Both $\psi$ and $\psi'/m$ are continuous.

For a unit incident wave, reflected amplitude $r$ and decaying amplitude $A$, the entrance conditions are
\begin{equation}
1+r=A,\qquad iv_0(1-r)=-v_1A .
\end{equation}
Multiplying the first by $iv_0$ and adding gives $2iv_0=(iv_0-v_1)A$, hence
\begin{equation}
|A|^2=\frac{4v_0^2}{v_0^2+v_1^2}.
\end{equation}
Across layer 1 the squared amplitude is multiplied by $(v_1/v_a)e^{-B_1}$. At $d_1$, a decaying wave produces a reflected growing wave $\rho$ and a transmitted decaying wave $\tau$:
\begin{equation}
1+\rho=\tau,\qquad v_a(1-\rho)=v_b\tau,
\qquad \tau=\frac{2v_a}{v_a+v_b}.
\end{equation}

Near the exit set $z=sU_2/(eF_2)$ with $s=(2m_2eF_2/\hbar^2)^{1/3}$. The outgoing solution is $C[\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)]$. Since $dz/dx=-s$ and $\mathrm{Ai}\,\mathrm{Bi}'-\mathrm{Ai}'\,\mathrm{Bi}=1/\pi$, its flux is $\hbar s|C|^2/(\pi m_2)$. Deep under the barrier $\mathrm{Bi}^2\simeq e^{B_2}/(\pi\sqrt z)$ and $\kappa=s\sqrt z$. The flux therefore equals $v_b|\psi(d_1)|^2e^{-B_2}$. Dividing by the incident flux $v_0$ yields
\begin{align}
T&\simeq\frac{v_b}{v_0}\tau^2\frac{v_1}{v_a}|A|^2e^{-B}=Pe^{-B},\nonumber\\
P&=\frac{4v_0v_1}{v_0^2+v_1^2}\,
\frac{4v_av_b}{(v_a+v_b)^2}.
\label{prefactor}
\end{align}
The derivation assumes several decay lengths in each layer. It fails near the upper edge of the window, where the barrier nearly vanishes at $d_1$. Near the lower edge the collector cuts into the Airy region around the exit.

\section{Energy spread and current}

Transverse wavevector $k$ is conserved across flat interfaces. At total energy $E$ relative to the Fermi level, each barrier changes as
\begin{equation}
\phi_i\longrightarrow\phi_i-E+\frac{\hbar^2k^2}{2m_i}.
\label{shift}
\end{equation}
Differentiating Eqs.~\eqref{b1} and \eqref{b2} at fixed fields gives
\begin{align}
g_1=\frac{\partial B}{\partial\phi_1}&=
\frac{2\sqrt{2m_1}}{\hbar eF_1}
\left[\sqrt{\phi_1}-\sqrt{\phi_1-eF_1d_1}\right],\\
g_2=\frac{\partial B}{\partial\phi_2}&=
\frac{2\sqrt{2m_2}}{\hbar eF_2}\sqrt{\phi_2-eF_1d_1}.
\end{align}
To first order, $B(E,k)\simeq B-cE+ak^2$, with
\begin{equation}
c=g_1+g_2,\qquad
a=\frac{\hbar^2}{2}\left(\frac{g_1}{m_1}+\frac{g_2}{m_2}\right).
\end{equation}

For an order-of-magnitude current, set $P=1$ and neglect return flow from the collector. Spin gives a factor 2, and the one-dimensional flux per energy interval is $dE/(2\pi\hbar)$. At zero temperature,
\begin{align}
J&\simeq2e\int\frac{d^2k}{(2\pi)^2}
\int_{-\infty}^{0}\frac{dE}{2\pi\hbar}\,e^{-B+cE-ak^2}\nonumber\\
&=2e\,\frac{1}{4\pi^2}\frac{\pi}{a}\,
\frac{1}{2\pi\hbar c}\,e^{-B}
=\frac{e\,e^{-B}}{4\pi^2\hbar ac}.
\label{current}
\end{align}

At temperature $\Theta$, the Fermi function $f$ multiplies $e^{cE}$. The maximum of this product satisfies $c=(1-f)/(k_B\Theta)$, so
\begin{equation}
E_{\rm peak}=k_B\Theta\ln\frac{ck_B\Theta}{1-ck_B\Theta},
\qquad ck_B\Theta<1 .
\end{equation}
As $ck_B\Theta$ approaches one, the peak moves away from the Fermi level and the linear expansion fails. Equation~\eqref{current} then underestimates the current. In the example below, the full integral exceeds the zero-temperature value by a factor of about 17 at $ck_B\Theta=1$.

\section{Worked example}

Consider a planar stack with cobalt electrodes, a dense silicon carbonitride liner as layer 1 and an organosilicate low-$k$ film as layer 2. The rough work function of cobalt, 5.0~eV, and rough layer affinities of 2.0 and 1.0~eV set the barriers: $\phi_1=3.0$~eV and $\phi_2=4.0$~eV. The other rough inputs are $m_1=0.4m_e$, $m_2=0.5m_e$ and relative permittivities 5.0 and 2.8. The thicknesses are 2.0 and 10.0~nm, and $V=7.0$~V. Equation~\eqref{displacement} gives
\begin{equation}
\frac{D}{\epsilon_0}=\frac{7.0}{2.0/5.0+10.0/2.8}
=1.763\ \mathrm{V/nm}.
\end{equation}
Thus $F_1=3.53$~MV/cm and $F_2=6.29$~MV/cm (1~V/nm is 10~MV/cm). Layer 1 takes 0.705~V, leaving barriers of 2.295 and 3.295~eV on the two sides of the interface. The exit is at $2.0+3.295/0.6295=7.23$~nm, inside the second layer. The voltage window is 4.00 to 29.79~V.

With $\hbar^2/(2m_e)=0.0381$~eV\,nm$^2$,
\begin{align}
B_1&=\frac43\sqrt{\frac{0.4}{0.0381}}\,
\frac{3.0^{3/2}-2.295^{3/2}}{0.3525}=21.07,\\
B_2&=\frac43\sqrt{\frac{0.5}{0.0381}}\,
\frac{3.295^{3/2}}{0.6295}=45.89 .
\end{align}
Hence $B=66.97$ and $e^{-B}=8.3\times10^{-30}$. The thin-layer formula, Eq.~\eqref{thin}, gives $61.4+6.2=67.6$. For the same stack, $B$ is 91.7 at 5~V and 53.1 at 9~V. At 9~V, however, $F_2=8.1$~MV/cm already exceeds the rough breakdown field of 8~MV/cm used below.

Assigning the uniform field $V/(d_1+d_2)$ to both layers would give $B=59.6$ and multiply $e^{-B}$ by about 1600. Most of the error arises in layer 2: too large a drop in the liner lowers the barrier at the entrance to layer 2, which outweighs the smaller field in that layer.

For a free-electron emitter with 5.0~eV of kinetic energy, Eq.~\eqref{prefactor} gives $P=1.96$ and $B-\ln P=66.294$. Matching Airy functions numerically in both layers, with layer 2 continued indefinitely, gives $-\ln T=66.292$.

The slopes are $g_1=3.99$ and $g_2=20.89$~eV$^{-1}$, so $c=24.88$~eV$^{-1}$ and $a=1.97$~nm$^2$. Raising both barriers by 0.1~eV therefore adds about 2.5 to $B$. Equation~\eqref{current} gives $J=1.04\times10^{-22}$~A/cm$^2$. Numerical integration over $E$ and $k$ with the full exponent gives $1.03\times10^{-22}$~A/cm$^2$.

\section{Neglected effects and the real stack}

The following changes are evaluated separately at 7~V.

\begin{itemize}
\item \textbf{Two-band dispersion.} Replacing $U$ by $U(1-U/E_g)$ in $\kappa^2$, with rough gaps $E_g$ of 5.0 and 8.0~eV and the same masses, changes $B$ by $-12.8$ on numerical integration. This multiplies $e^{-B}$ by about $4\times10^5$. Layer 1 contributes $-6.7$ and layer 2 contributes $-6.2$. In layer 1 the electron lies 2.3 to 3.0~eV below the conduction band, near the middle of the gap. It enters layer 2 at 3.3~eV below the band edge, also close to midgap. A parabolic band is a poor description so deep in the gap. A mass fitted to tunnelling data with parabolic bands may already contain part of this correction.
\item \textbf{Image forces.} Subtracting $e^2[1/x+1/(d_1+d_2-x)]/(16\pi\epsilon_{\rm opt})$ from $U$, with rough relative optical permittivities 3.5 and 2.0, changes $B$ by $-2.7$. This estimate omits images at the dielectric interface and repeated images between the electrodes.
\item \textbf{Trapped charge.} For $n$ trapped electrons per unit area at the interface, Gauss's law gives $\epsilon_2F_2-\epsilon_1F_1=en$. With $V=F_1d_1+F_2d_2$ fixed, the new fields go into Eqs.~\eqref{b1} and \eqref{b2}. For $n=10^{12}$~cm$^{-2}$, $B$ rises by 1.0.
\item \textbf{Collector reflection.} Ending layer 2 at a free-electron collector, whose band bottom lies 12.0~eV below the electron's energy, multiplies the Airy-function transmission by 0.74. The reflected wave interferes with the outgoing one, so this factor depends on voltage and thickness.
\item \textbf{Temperature.} The double integral with Fermi occupation raises $J$ by factors of 2.2 at 300~K and 4.4 at 378~K. The full exponent at $k=0$ puts the energy peaks 15 and 47~meV above the Fermi level. The linear estimate reaches $ck_B\Theta=1$ at 466~K.
\end{itemize}

The chosen voltage represents electrical stress. The field in the low-$k$ film is 0.79 of a rough breakdown field of 8~MV/cm, and the upper end of the voltage window lies far beyond breakdown. Interconnects operate at roughly 1~V, below the window, where the exit-point formula does not apply. Real lines also have edges, rough surfaces and often metallic barrier layers, so their local fields and injection barriers differ from those of this planar stack. The assumption with the greatest effect on leakage is probably the absence of traps. Measured leakage in organosilicate films at several MV/cm is very roughly $10^{-9}$~A/cm$^2$ or more, and conduction through defects is a likely cause. That is roughly thirteen orders of magnitude or more above the zero-temperature coherent current found here. Integrating the two-band exponent over $E$ and $k$, with $k^2$ added to $\kappa^2$, raises this electron current only to about $5\times10^{-17}$~A/cm$^2$. Shifting the barriers as in Eq.~\eqref{shift} instead gives about twice that. The same gaps open a second channel. The valence-band edge of layer 2 lies $8.0-4.0=4.0$~eV below the collector Fermi level, so holes injected from the collector see a triangular barrier of that height. With a hole mass equal to $m_2$ its exponent is 61.4 for parabolic bands, below the electron value of 67.0, and the two-band model gives about $10^{-15}$~A/cm$^2$ for this channel. Holes would dominate for a hole mass below about $0.60m_e$ with parabolic bands and $0.56m_e$ in the two-band model. For the rough inputs used here, both currents remain far below the measured leakage. This margin is sensitive to the inputs: in the two-band model the hole current would reach $10^{-9}$~A/cm$^2$ for a hole mass of about $0.27m_e$. For these parameters, Eq.~\eqref{main} describes only the trap-free tunnelling of electrons from the emitter, not hole tunnelling, the total leakage or the lifetime.
